# Direct neutral flux to the floor of trenches and holes, part 2

Neutral atoms from an isotropic gas enter a very long trench of width $w$ or a circular hole of diameter $w$. Both have depth $h$, vertical walls and a flat floor, and the aspect ratio is $A=h/w$. Atoms fly straight, without gas collisions inside the feature. The direct flux counts only atoms that reach the floor without touching a wall.

The open-wafer flux $\Gamma_0$, in atoms per unit area and time, is uniform over the mouth. With $\theta$ the angle from the vertical, its share within the solid angle $d\Omega$ is

$$\frac{\cos\theta\,d\Omega}{\pi}. \tag{1}$$

The flux at a floor point is $\Gamma_0$ times the share of upward directions, with the same cosine weight, that lead from this point out through the mouth. A vertical wall near the top of a shallow feature receives $\Gamma_0/2$.

The floor-averaged direct flux, divided by $\Gamma_0$, is called $T$ for the trench and $H$ for the hole. For the trench,

$$T=\sqrt{1+A^2}-A, \tag{3}$$

$$2A=\frac1T-T. \tag{5}$$

For a deep trench $T\to1/(2A)$, which is too large by 0.25 % at $A=10$.

To find $H$, let $s=h\tan\theta$ be the length of an atom's sideways displacement during its fall to the floor, and $u=s/w$. The successful share $O(u)$ is the overlap area of the circular cross-section with its copy shifted by $s$, divided by the area of the cross-section.

In the example $w=100$ nm and $h=1000$ nm, so $A=10$. There $T=0.04988$ and $H=0.002488=T^2$, and the question is whether the square is a coincidence of this depth. The gas is atomic fluorine at 2 mTorr and 400 K, with $\Gamma_0=8.06\times10^{17}$ cm$^{-2}$ s$^{-1}$. An atom reacts with the silicon floor with probability 0.5, and four fluorine atoms remove one silicon atom. The open-wafer etch rate is then 1210 nm/min, and the direct flux alone etches the trench floor at 60.4 nm/min.

### The overlap of two disks

Place the shift along $x$. A line parallel to the shift, at height $y$ from the center, cuts the disk in a chord of length

$$c(y)=\sqrt{w^2-4y^2}.$$

The shifted chord overlaps the original one over the length $c(y)-s$, if this is positive. The overlap area is

$$a(s)=\int_{-y_m}^{y_m}\left[c(y)-s\right]dy,
\qquad c(y_m)=s .$$

The condition at the limits gives $2y_m=\sqrt{w^2-s^2}$. When $s$ changes, the limits move as well, but the integrand vanishes there and the moving limits contribute nothing. Hence

$$\frac{da}{ds}=-\int_{-y_m}^{y_m}dy=-2y_m=-\sqrt{w^2-s^2}.$$

The quantity $2y_m$ is the length of the common chord of the two circles. A small additional shift removes a strip of this length.

Divide by the disk area $\pi w^2/4$, and use $ds=w\,du$:

$$\frac{dO}{du}=-\frac{4}{\pi}\sqrt{1-u^2}. \tag{6}$$

The overlap starts at $O(0)=1$ and must vanish at $u=1$, when the circles just touch. Since $\int_0^1\sqrt{1-u^2}\,du$ is the area $\pi/4$ of a quarter of the unit disk, equation (6) gives the required total decrease of 1.

### The average over displacements

The share of atoms entering at less than $\theta$ from the vertical is

$$\frac1\pi\,2\pi\int_0^\theta\sin\theta'\cos\theta'\,d\theta'
=\sin^2\theta .$$

Since $\tan\theta=s/h=u/A$, the share of atoms with scaled displacement below $u$ is

$$G(u)=\sin^2\theta=\frac{u^2}{u^2+A^2}.$$

The probability of a displacement in $du$ is $G'(u)\,du$, and such an atom succeeds with probability $O(u)$. The floor and the mouth have equal areas, so

$$H=\int_0^1 O(u)\,G'(u)\,du .$$

Integrate by parts. The boundary term $O(u)G(u)$ vanishes at $u=0$ because $G(0)=0$, and at $u=1$ because $O(1)=0$. With (6),

$$H=-\int_0^1\frac{dO}{du}\,G(u)\,du
=\frac4\pi\int_0^1\sqrt{1-u^2}\,\frac{u^2}{u^2+A^2}\,du. \tag{7}$$

This form has a direct interpretation. For a random entry point and a random horizontal direction, $O(u)$ is the probability that the wall is farther away than $uw$. The function $-dO/du$ is therefore the probability density of the distance to the wall. Equation (7) averages over this distance the probability $G$ that the atom reaches the depth of the floor before it reaches the wall.

### The integral

Take $A>0$ and separate the fraction:

$$\frac{u^2}{u^2+A^2}=1-\frac{A^2}{u^2+A^2}.$$

The first term contributes $(4/\pi)(\pi/4)=1$, so

$$H=1-\frac{4A^2}{\pi}K,\qquad
K=\int_0^1\frac{\sqrt{1-u^2}}{u^2+A^2}\,du .$$

Set $u=\sin\alpha$. Then $du=\cos\alpha\,d\alpha$, and the square root supplies a second $\cos\alpha$. The numerator can be written as

$$\cos^2\alpha=1-\sin^2\alpha=(1+A^2)-(A^2+\sin^2\alpha).$$

Its second part cancels the denominator and leaves

$$K=(1+A^2)J-\frac\pi2,\qquad
J=\int_0^{\pi/2}\frac{d\alpha}{A^2+\sin^2\alpha}.$$

For $J$ use $t=\tan\alpha$, with $d\alpha=dt/(1+t^2)$ and $\sin^2\alpha=t^2/(1+t^2)$. The factors $1+t^2$ cancel:

$$J=\int_0^\infty\frac{dt}{A^2+(1+A^2)t^2}
=\frac{\pi}{2A\sqrt{1+A^2}}. \tag{8}$$

The last step is the arctangent integral $\int_0^\infty dt/(a^2+b^2t^2)=\pi/(2ab)$, with $a=A$ and $b=\sqrt{1+A^2}$. It follows that

$$K=\frac\pi2\left(\frac{\sqrt{1+A^2}}{A}-1\right).$$

Insert this into $H$:

$$H=1-2A^2\left(\frac{\sqrt{1+A^2}}{A}-1\right)
=1+2A^2-2A\sqrt{1+A^2}. \tag{9}$$

Now square the trench result:

$$T^2=(1+A^2)-2A\sqrt{1+A^2}+A^2=H .$$

The relation holds for every $A>0$. At $A=0$ both fluxes equal 1, so it holds there too. The agreement at $A=10$ was not a coincidence of that depth.

Both formulas were tested against direct integration over all pairs of points on the mouth and the floor, for $A=0.5$, 1, 2, 5, 10 and 20. The largest relative difference was $3.6\times10^{-15}$. The values for these aspect ratios are listed in the numerical output.

### Limits of the hole

For a shallow hole, (9) gives $H\approx1-2A$. The wall area divided by the mouth area is $\pi wh/(\pi w^2/4)=4A$, and the wall again receives half the open flux. The loss is $2A$, as required.

For a deep hole, $H\to1/(4A^2)$. Seen from the floor, the mouth has solid angle $(\pi w^2/4)/h^2$ near the vertical. Division by $\pi$ gives the same limit. At $A=10$ the limiting form is too large by 0.50 %, twice the relative error found for the trench, because squaring a quantity doubles its relative error when that error is small.

A direct flux of 10 % now needs $T=\sqrt{0.1}=0.3162$, hence $A=(3.162-0.316)/2=1.423$. The trench reached this level at $A=4.95$.

The flux at the center of the floor is $G(1/2)=1/(1+4A^2)$, because the wall is half a diameter away in every direction. From an edge point, the distance across the hole at angle $\alpha$ from the diameter is $w\cos\alpha$. Averaging $G(\cos\alpha)$ over all horizontal directions, half of which are blocked at once, gives

$$\frac{1}{2\pi}\int_{-\pi/2}^{\pi/2}
\frac{\cos^2\alpha}{\cos^2\alpha+A^2}\,d\alpha
=\frac12\left(1-\frac{A}{\sqrt{1+A^2}}\right),$$

where (8) was used, with $\sin\alpha$ replaced by $\cos\alpha$. The ratio of edge to center is 0.73 at $A=1$ and 0.995 at $A=10$.

### What the square does and does not mean

It is tempting to say that a trench confines the atoms in one direction and a hole in two, so that the probabilities multiply. A square hole of side $w$ tests this idea. Its overlap does factorize, into $(1-|x|/w)(1-|y|/w)$ for displacements $x$ and $y$. If these displacements were independent, its flux would be $T^2$. At $A=1$ the integration gives 0.19982, whereas $T^2=0.17157$. The square hole receives 16 % more than the product.

The displacements are not independent, because both are proportional to $\tan\theta$. An atom flying close to the vertical has a small displacement in both directions. In the deep limit the square hole has solid angle $w^2/h^2$ and flux $1/(\pi A^2)$, which exceeds $1/(4A^2)$ by the factor $4/\pi$. The relation $H=T^2$ therefore belongs to the circle whose diameter equals the trench width. It is not a general rule for confinement in two directions.

The relation still has a practical consequence for the direct flux. If a change of depth multiplies the direct flux in the trench by some factor, it multiplies the direct flux in the hole by the square of that factor. Atoms returned by the walls do not follow this rule in general. A mask 200 nm thick, with the same opening, raises $A$ from 10 to 12. The direct flux falls by 16.6 % in the trench and by 30.5 % in the hole, in accordance with $0.83397^2\approx0.6955$.

### Atoms that return from the walls

With the same open-wafer rate of 1210 nm/min and the same floor reaction probability, the direct flux etches the hole at

$$0.002488\times1210=3.01\ \text{nm/min}.$$

This would be the whole rate from neutrals if every atom that touched a wall were lost. Walls can also return atoms. I let each atom react with the wall with a fixed probability and otherwise leave in a new direction, with the cosine distribution about the local normal. Atoms that do not react with the floor leave it in the same way. Following many such atoms at $A=10$ gives these floor arrival fluxes, as fractions of $\Gamma_0$:

| Wall reaction probability | Trench | Hole |
|---|---|---|
| 0.1 | 0.129 | 0.009 |
| 0.01 | 0.321 | 0.102 |

The statistical standard errors are at most about 2 % of each value. For probability 0.1 the totals are 2.6 times the direct flux in the trench and 3.5 to 3.7 times in the hole, where few atoms reach the floor and the second digit is uncertain. For 0.01 they are 6.4 and 41 times. In this model returning atoms can add to the floor flux but cannot reduce it, so the direct result is a lower bound.

The square relation does not survive in general. At wall probability 0.1, the square of the trench value is 0.017, well above the hole value of about 0.009. At 0.01 the square is 0.103, which agrees with the hole value within the statistical error. This second agreement is an accident of the depth. With the same reaction probabilities, the square is about 6 % below the hole value at $A=5$ and about 40 % above it at $A=20$.

One limit is known. If neither walls nor floor react, the isotropic gas fills the feature and every surface receives $\Gamma_0$. The simulation was tested in this limit at $A=2$: for both shapes, the floor and wall arrivals agreed with it within five standard errors.

### Beside a real etch

The parameters are rough values for silicon etching in a fluorine-based plasma at 20 mTorr total pressure. The floor reaction probability of 0.5 is an assumption meant for a surface under strong ion bombardment. At an ion flux of $10^{16}$ cm$^{-2}$ s$^{-1}$, the open-wafer rate would already require about 10 silicon atoms removed per ion. If the ions cannot sustain this, the probability on the open wafer is lower and the rate is limited by ions, not by fluorine. The probability may then also change with depth. Without ions, fluorine reacts with silicon near room temperature with a much smaller probability, so 0.5 would then be far too high. The loss of every atom at the wall is another strong assumption. For the wall probabilities tried, returning atoms raise the floor flux by factors from 2.6 to 41. The etch rates of 60.4 and 3.01 nm/min are therefore contributions of the direct flux, not predictions of a measured rate.

The isotropic gas is an idealization too. A wafer that consumes half of the arriving fluorine depletes the gas all the way to the fluorine source. Suppose that this source is a distant plane parallel to the wafer, and that collisions scatter the atoms equally in all directions. With the source 20 mean free paths away, roughly 4 cm for the path estimated below, the wafer receives only about 12 % of the total one-way flux that leaves the source plane toward it; at 10 mean free paths it receives about 21 %. Measured against newly produced atoms, the share is larger if atoms that scatter back to the source plane are sent out again rather than lost. The 2 mTorr used above must therefore be read as the pressure of an isotropic gas that would give the actual flux at the wafer, not as the pressure in a distant plasma. The arriving atoms also favor the vertical. In the same model this raises the direct fractions at $A=10$ by about 7 % for the trench and 13 % for the hole.

Two other neglected effects change the direct flux only slightly for these dimensions. With a rough collision diameter of 0.5 nm and the formula for equal masses, the mean free path is about 2 mm; for a light fluorine atom in a heavier gas, or with a smaller diameter, it can be up to about twice as long. The depth is about $5\times10^{-4}$ of this, so few atoms collide inside the feature. If the walls lean inward by 0.5° while the mouth stays fixed, the floor narrows to 82.5 nm, but its average direct flux rises by less than 0.1 %. Such walls block no straight line from mouth to floor, and the narrowing removes the edge regions, which receive slightly less than the center.

## Numbers as computed

```
largest relative error, formulas vs quadrature: 3.6e-15
A, direct flux trench, direct flux hole (fractions of open flux):
   0.5  0.61803  0.381966
   1.0  0.41421  0.171573
   2.0  0.23607  0.055728
   5.0  0.09902  0.009805
  10.0  0.04988  0.002488
  20.0  0.02498  0.000624
A for 10% direct flux: trench 4.950, hole 1.423
square hole at A=1: 0.19982; T squared: 0.17157
width or diameter 100 nm, depth 1000 nm, A = 10.0
total pressure 20 mTorr, atomic F 2 mTorr
gas temperature 400 K, F mass 18.998 u
floor reaction probability 0.5, F per Si 4
silicon atom density: 4.994e+22 cm^-3
open-wafer F flux: 8.059e+17 cm^-2 s^-1
direct floor flux, trench: 4.020e+16 cm^-2 s^-1
direct floor flux, hole:   2.005e+15 cm^-2 s^-1
etch rate, open wafer: 1210 nm/min
etch rate from direct flux, trench: 60.4 nm/min
etch rate from direct flux, hole:   3.01 nm/min
deep-limit errors at A=10: 1/(2A) 0.25 %, 1/(4A^2) 0.50 %
floor arrival flux with diffuse wall re-emission (fraction of open):
  wall reaction 0.1: trench 0.1292 +- 0.0007, 2.6 x direct
  wall reaction 0.1: hole 0.0088 +- 0.0002, 3.5 x direct
  wall reaction 0.01: trench 0.3210 +- 0.0024, 6.4 x direct
  wall reaction 0.01: hole 0.1017 +- 0.0015, 40.9 x direct
trench only 5000 nm long: direct flux 0.04360, change -12.6 %
mask 200 nm thick: A = 12.0, change trench -16.6 %, hole -30.5 %
wall taper 0.5 deg: floor 82.5 nm, change trench 0.040 %, hole 0.079 %
edge/center direct flux at A=1: trench 0.7906, hole 0.7322
edge/center direct flux at A=10: trench 0.9963, hole 0.9950
collision diameter 0.5 nm: mean free path 1.86 mm, depth/path 5.4e-04
```
